# Exclusion-principle-violating diagrams in the fourth-order energy of minimal-basis H2

## The argument under review

The manuscript computes the fourth-order correlation energy of H\(_2\) in a minimal basis from linked diagrams. Its argument has four steps.

1. The linked-diagram theorem removes the unlinked diagrams together with the renormalization term of ordinary perturbation theory.
2. Some remaining linked diagrams have a middle state with four holes and four particles.
3. H\(_2\) has two electrons, so each such middle state puts two lines in the same spin orbital. It violates the exclusion principle.
4. These diagrams are therefore unphysical and are deleted.

Steps 1 to 3 are correct. Does step 4 follow? The energy can be found without diagrams, so the question has a definite answer. I first compute that energy, then count what the diagrams contribute.

## The energy without diagrams

Let orbital 1 (gerade) be doubly occupied and orbital 2 (ungerade) be empty. The orbitals are real, canonical restricted Hartree-Fock orbitals with energies \(\varepsilon_1,\varepsilon_2\) and gap \(\varepsilon=\varepsilon_2-\varepsilon_1>0\). The unperturbed Hamiltonian \(H_0\) is the sum of orbital energies over occupied spin orbitals, and \(V=H-H_0\). Define

\[
J_{pq}=(pp|qq),\qquad K=(12|12).
\]

A single excitation \(1\to2\) changes the parity of the state, which \(H\) conserves. The reference \(\Phi\) therefore mixes only with the double excitation \(D\), in which both electrons occupy orbital 2. The coupling is \(\langle D|H|\Phi\rangle=K\).

For the diagonal elements, let \(h_{pp}\) be the one-electron energies. The Fock operator gives

\[
\varepsilon_1=h_{11}+J_{11},\qquad
\varepsilon_2=h_{22}+2J_{12}-K .
\]

Eliminating \(h_{11}\) and \(h_{22}\),

\[
\langle\Phi|H|\Phi\rangle=2h_{11}+J_{11}=2\varepsilon_1-J_{11},
\]
\[
\langle D|H|D\rangle=2h_{22}+J_{22}=2\varepsilon_2-4J_{12}+2K+J_{22}.
\]

Their difference is \(2\varepsilon+W\), with

\[
W=J_{11}+J_{22}-4J_{12}+2K .
\]

Now let \(E_0\) be the eigenvalue of \(H_0\) for \(\Phi\), \(E_1=\langle\Phi|V|\Phi\rangle\), and \(V'=V-E_1\). Write \(\Delta E\) for the energy beyond first order, and normalize by \(\langle\Phi|\psi\rangle=1\). The Schrödinger equation is

\[
(E_0-H_0)\psi=(V'-\Delta E)\psi .
\]

Let \(R=\sum_{k\ne\Phi}|k\rangle\langle k|/(E_0-E_k)\), where \(E_k\) is the \(H_0\) energy of determinant \(k\). Applying \(R\) gives \(\psi=\Phi+R(V'-\Delta E)\psi\). Since \(V'\) has zero mean in \(\Phi\), \(\Delta E\) starts at second order. Since \(R\Phi=0\), the first three corrections are

\[
\psi_1=RV'\Phi,\qquad \psi_2=RV'\psi_1,\qquad
\psi_3=RV'\psi_2-E_2R\psi_1 .
\]

Projection on \(\Phi\) gives \(E_{n+1}=\langle\Phi|V'|\psi_n\rangle\), so

\[
E_4=\langle\Phi|V'RV'RV'RV'|\Phi\rangle-E_2S,
\qquad S=\langle\psi_1|\psi_1\rangle .
\]

The first piece is the principal term and the second is the renormalization term.

For H\(_2\), \(R\) gives \(-1/(2\varepsilon)\) on \(D\), while \(\langle D|V'|D\rangle=W\). Therefore

\[
E_2=-\frac{K^2}{2\varepsilon},\qquad
E_3=\frac{K^2W}{4\varepsilon^2},\qquad
S=\frac{K^2}{4\varepsilon^2}.
\]

In the principal term the path is \(\Phi\to D\to D\to D\to\Phi\). It has two factors \(K\), two factors \(W\) and three denominators. Hence

\[
E_4=-\frac{K^2W^2}{8\varepsilon^3}+\frac{K^4}{8\varepsilon^3}.
\]

The manuscript has the first term and lacks the second. No quadruple excitation was used here: the second term is \(-E_2S\). It remains to see how a linked expansion, which contains no renormalization term, produces it.

## Counting the quadruple pairings

The part of \(V\) that makes the double excitation is

\[
X=K\,a^\dagger_{2\alpha}a^\dagger_{2\beta}a_{1\beta}a_{1\alpha}.
\]

The quadruple part of the principal term contains \(\langle\Phi|X^\dagger X^\dagger XX|\Phi\rangle\). It is zero because \(XX\) creates an electron twice in \(2\alpha\). Wick's theorem writes this same zero as a sum over pairings of operators.

There are four kinds of line: hole \(1\alpha\), hole \(1\beta\), particle \(2\alpha\) and particle \(2\beta\). Each kind starts once at each lower vertex \(X\) and ends once at each upper vertex \(X^\dagger\). It can be joined in two ways, straight or crossed, and crossing gives a factor \(-1\). There are \(2^4=16\) pairings, and their signs sum to \((1-1)^4=0\).

Sort them by the number of crossed kinds:

- With zero or four crossings, each lower vertex is joined to a single upper vertex. These 2 pairings are unlinked, both with sign \(+\).
- With one or three crossings there are \(4+4=8\) linked pairings, with sign \(-\).
- With two crossings there are 6 linked pairings, with sign \(+\).

The excitation energies of the three intermediate states are \(2\varepsilon\), \(4\varepsilon\) and \(2\varepsilon\). Each pairing therefore has the value

\[
\pm\frac{K^4}{(-2\varepsilon)(-4\varepsilon)(-2\varepsilon)}
=\mp\frac{K^4}{16\varepsilon^3}.
\]

The two classes add up to

\[
Q_{\rm unlinked}=2\left(-\frac{K^4}{16\varepsilon^3}\right)
=-\frac{K^4}{8\varepsilon^3},
\]
\[
Q_{\rm linked}=(6-8)\left(-\frac{K^4}{16\varepsilon^3}\right)
=+\frac{K^4}{8\varepsilon^3}.
\]

All 16 terms are exclusion-principle-violating (EPV). Together they vanish, as the exclusion principle demands, but neither class vanishes alone.

The unlinked sum equals \(E_2S\) and cancels the renormalization term. Step 1 of the manuscript uses this cancellation, and so has already spent the unlinked EPV terms. Step 4 then discards their linked partners. The result is the same as adding \(-K^4/(8\varepsilon^3)\) to the correct energy.

One may instead delete EPV terms from both classes. In H\(_2\) no quadruple term is then left, linked or unlinked, and the renormalization term stands uncancelled. It supplies \(+K^4/(8\varepsilon^3)\), and the energy is again correct. The fault lies in using the unrestricted sum for one class and the restricted sum for the other.

## Why the unlinked sum must be unrestricted

The same point holds for any closed-shell system with a canonical Hartree-Fock reference. Let \(I\) and \(J\) denote double excitations with real couplings \(v_I,v_J\) to the reference, and let \(D_I,D_J<0\) be minus their excitation energies. Singles are absent from \(\psi_1\) by Brillouin's theorem.

In an unlinked term, \(I\) is created first and \(J\) second. If \(I\) is removed first, \(J\) remains and the last denominator is \(D_J\). If \(J\) is removed first, the last denominator is \(D_I\). The two orders add to

\[
\frac{v_I^2v_J^2}{D_I(D_I+D_J)}
\left(\frac1{D_J}+\frac1{D_I}\right)
=\frac{v_I^2v_J^2}{D_I^2D_J},
\]

because the bracket equals \((D_I+D_J)/(D_ID_J)\). Summing \(I\) and \(J\) independently gives

\[
\sum_J\frac{v_J^2}{D_J}\;\sum_I\frac{v_I^2}{D_I^2}=E_2S .
\]

The factorization needs every pair \((I,J)\), including pairs that share a spin orbital and the case \(I=J\). Excluding them destroys the product form, and the cancellation with \(-E_2S\) is then incomplete.

The linked EPV terms repair this. Fix the labels at all four vertices so that the middle state repeats a spin orbital. The denominators are then the same for every pairing, and the operator product gives zero. Thus the linked and unlinked EPV sums are opposite:

\[
Q^{\rm EPV}_{\rm linked}+Q^{\rm EPV}_{\rm unlinked}=0 .
\]

H\(_2\) has no allowed quadruple terms, so it cannot show both kinds side by side. A model with four electrons in eight spin orbitals can. I drew its occupied energies between \(-1.5\) and \(-0.5\), its empty ones between \(0.5\) and \(1.5\), and its double-excitation couplings from a normal distribution of width 0.3, all in one arbitrary energy unit. Explicit summation of every pairing gave:

| Quadruple terms | Allowed | EPV |
|---|---:|---:|
| Unlinked | −0.0016 | −0.0817 |
| Linked | +0.0016 | +0.0817 |

The unlinked row adds to \(E_2S=-0.0833\). The correct quadruple contribution, including renormalization, is the linked row, \(+0.0833\). The manuscript's rule would leave \(+0.0016\). The near cancellation in the allowed column belongs to this random draw: its sum is the true quadruple term, which is \(-0.00004\) here and need not be small in general.

## Where deletion does no harm

The manuscript supports its rule with the second-order energy, where deleting EPV terms changes nothing. That observation is correct, but its reason does not carry over.

With plain rather than antisymmetrized vertices, let \(i,j\) run over the occupied spin orbitals and \(a,b\) over the empty ones. Then

\[
E_2=\frac12\sum_{ijab}
\frac{\langle ij|ab\rangle^2-\langle ij|ab\rangle\langle ij|ba\rangle}{-2\varepsilon}.
\]

In the direct part, \(a\) has the spin of \(i\), and \(b\) the spin of \(j\). The four choices of \((i,j)\) give

\[
\frac12\,\frac{4K^2}{-2\varepsilon}=-\frac{K^2}{\varepsilon}.
\]

Two of them have \(i=j\), so half of this sum is EPV. The exchange part needs equal spins, so it contains only the two choices \(i=j\) and equals \(+K^2/(2\varepsilon)\). It cancels the EPV half of the direct part. Both partners are linked, so deleting both is harmless.

In fourth order the linked terms can also be grouped by middle state. An unlinked term needs two separate closed parts. Each has at least two vertices, since \(V'\) has zero mean in the reference, and each begins with a double excitation, by Brillouin's theorem. The parts must overlap in time, since \(R\) excludes the reference as an intermediate state. Both are therefore open in the middle, which makes the middle state quadruply excited. For single, double and triple middle states there are no unlinked partners, and the linked EPV terms cancel among themselves. They may be deleted there, provided the whole cancelling set is deleted. The quadruple set is the exception in this order.

## Several molecules

The manuscript also notes that its energy is proportional to the number of molecules and takes this as support. Consider \(N\) identical H\(_2\) molecules without mutual interaction, with orbitals localized on each.

An allowed quadruple state excites two different molecules. There are \(N(N-1)\) ordered ways to create it and two orders of removal, each path contributing \(-K^4/(16\varepsilon^3)\). The total is

\[
-N(N-1)\frac{K^4}{8\varepsilon^3}.
\]

Both \(E_2\) and \(S\) are proportional to \(N\), so the renormalization term is \(+N^2K^4/(8\varepsilon^3)\). Adding the two,

\[
\left[N^2-N(N-1)\right]\frac{K^4}{8\varepsilon^3}
=N\frac{K^4}{8\varepsilon^3}.
\]

This is the linked EPV sum. Lines cannot join different molecules, so a linked quadruple term must have both excitations on one molecule, and there are \(N\) molecules.

The doubles part is \(-NK^2W^2/(8\varepsilon^3)\), which is also proportional to \(N\). Omitting the linked EPV terms therefore leaves the proportionality intact and makes its coefficient wrong. Correct scaling is necessary, but with localized orbitals it cannot detect this error. Which terms count as EPV depends on the orbitals. Take two molecules at 1.4 bohr (numbers below) and use the symmetric and antisymmetric combinations of their degenerate orbitals, which are equally canonical. The complete \(E_4\) per molecule is unchanged, but the value with EPV terms deleted moves from \(-1.785\) to \(-1.837\) mE\(_{\rm h}\) per molecule, so the proportionality to \(N\) is lost.

## Numbers for H\(_2\)

I computed the Hartree-Fock orbitals and integrals in the STO-3G basis. At a separation of 1.4 bohr, in hartree, \(\varepsilon_1=-0.5782\), \(\varepsilon_2=0.6703\), \(J_{11}=0.6746\), \(J_{22}=0.6975\), \(J_{12}=0.6636\) and \(K=0.1813\). With unrounded integrals, \(\varepsilon=1.2485\) and \(W=-0.9197\).

The energies follow in millihartree (mE\(_{\rm h}\)):

\[
E_2=-\frac{(0.1813)^2}{2(1.2485)}\times10^3=-13.16,
\]
\[
S=\frac{(0.1813)^2}{4(1.2485)^2}=0.00527,
\]
\[
E_3=SW\times10^3=-4.85,
\]
\[
-\frac{SW^2}{2\varepsilon}\times10^3=-1.785,
\]
\[
-E_2S=13.16\times0.00527=0.069 .
\]

The complete fourth-order energy is \(-1.785+0.069=-1.716\) mE\(_{\rm h}\). The omitted term is 0.069 mE\(_{\rm h}\), or 1.9 meV.

The size of the omitted term relative to the doubles part is \(K^2/W^2\). Stretching the molecule to 2.8 bohr raises \(K\) to 0.2284 hartree and reduces \(|W|\) to 0.6490 hartree, so the ratio grows from 0.04 to 0.12. The gap falls to 0.5898 hartree, which enlarges both terms.

| Energy, mE\(_{\rm h}\) | 1.4 bohr | 2.8 bohr |
|---|---:|---:|
| \(E_4\), doubles part | −1.785 | −13.383 |
| Linked EPV sum | +0.069 | +1.657 |
| \(E_4\), complete | −1.716 | −11.727 |
| \(E_2+E_3+E_4\) | −19.72 | −80.26 |
| Same, without linked EPV | −19.79 | −81.91 |
| Full CI correlation energy | −20.56 | −84.75 |

In this basis the omission is 4% of the complete \(E_4\) at the shorter distance and 14% at the longer one. These shares are specific to the minimal basis. For two electrons the linked quadruple sum equals \(-E_2S\) in any basis, because the full quadruple sum is zero and its unlinked part is \(E_2S\). In size it is 22% and 19% of \(E_4\) at the two distances in cc-pVTZ, and 23% and 20% in cc-pVQZ.

The last three rows contain a trap. At both distances the sum without the EPV term lies closer to full configuration interaction (CI). The complete sum is still too high, and omitting a positive term lowers it. That is a cancellation between an omission and the missing higher orders, and it says nothing about whether \(E_4\) is right.

The proper criterion is the definition: \(E_4\) is the coefficient of \(\lambda^4\) in the eigenvalue of \(H_0+\lambda V\) that grows out of the reference. I obtained it by diagonalizing this matrix at 32 equally spaced points on the circle \(|\lambda|=0.4\) and averaging \(E(\lambda)/\lambda^4\). The coefficients are \(-1.716\) and \(-11.727\) mE\(_{\rm h}\), with the EPV term included.

## Beyond fourth order

Write the full CI state in this basis as \(\Phi+tD\), and let \(E_c\) be its correlation energy. The two rows of the eigenvalue equation are

\[
E_c=Kt,\qquad K+(2\varepsilon+W)t=E_ct .
\]

Inserting the first into the second gives

\[
K+(2\varepsilon+W)t-Kt^2=0 .
\]

The quadratic term has a linked-diagram meaning. Let \(T\) create \(D\) from \(\Phi\) with amplitude \(t\). For two electrons \(T^2=0\), so \(\langle D|X^\dagger T^2/2|\Phi\rangle=0\). Its disconnected part, in which \(X^\dagger\) closes one \(T\) and leaves the other, is \(Kt\cdot t\). Its connected part must therefore be \(-Kt^2\), and it consists of EPV terms.

Let \(G=2\varepsilon+W\), the energy of \(D\) above the reference, and take \(G>0\). Multiplying the quadratic equation by \(K/G\) and rearranging,

\[
E_c=-\frac{K^2}{G}+\frac{K^2t^2}{G}.
\]

Without the EPV term the energy would be \(-K^2/G\), which is too low. It is \(-20.83\) mE\(_{\rm h}\) at 1.4 bohr and \(-98.29\) mE\(_{\rm h}\) at 2.8 bohr. Relative to full CI, the excess is 1.3% and 16%. The apparent advantage of the omission in the truncated sums has turned into an error in the opposite direction.

The limit \(G\to0\) is more severe. It is approached when the bond is broken, because the two determinants then become degenerate. The expression \(-K^2/G\) diverges, whereas the quadratic equation gives \(t=-1\) for \(K>0\) and the finite energy \(E_c=-K\). Finite-order perturbation theory also fails in this region, with or without the EPV terms, because its denominators contain the closing gap \(\varepsilon\).

Full CI is the reference here within the STO-3G basis and for fixed nuclei. The numbers include neither the basis-set error nor nuclear motion, and they are not predictions for the measured molecule. The basis shift is large. In cc-pVTZ, \(E_4\) is \(-1.467\) and \(-5.516\) mE\(_{\rm h}\) at 1.4 and 2.8 bohr, and the full CI correlation energy is \(-39.37\) and \(-60.92\) mE\(_{\rm h}\). These values are not yet converged: cc-pVQZ gives \(-1.479\) and \(-5.477\) mE\(_{\rm h}\) for \(E_4\), and \(-40.34\) and \(-61.80\) mE\(_{\rm h}\) for full CI. At 2.8 bohr the restricted reference is also unstable toward a spin-unrestricted solution. In STO-3G, with \(J_{12}=0.5615\) hartree, \(\varepsilon-J_{12}-K=-0.20\) hartree and the unrestricted energy is 43 mE\(_{\rm h}\) lower. In cc-pVTZ it is 16 mE\(_{\rm h}\) lower.

## Required revision

The manuscript should restore the linked quadruple diagrams with unrestricted labels and report \(E_4=-1.716\) mE\(_{\rm h}\) at 1.4 bohr in the STO-3G basis. If the authors prefer restricted sums, they must restrict the unlinked terms as well and retain whatever part of \(-E_2S\) is then uncancelled. The statement that an EPV diagram describes an unphysical process may stay, with one addition: a single diagram is one term of an algebraic identity, and the exclusion principle constrains the sum of that identity, not each term.
